**Spin of a Slater determinant: mean, variance and singlet–triplet mixing**

With restricted orbitals, a determinant has ⟨S²⟩ = M² + n/2 and variance ab, in units of ħ² and ħ⁴. Here M is half the difference between the numbers of alpha and beta electrons, n is the number of singly occupied orbitals, and a and b are the numbers of these holding alpha and beta electrons. The program builds S² from its Cartesian components and asserts both formulas for all 256 determinants of four orbitals. It also asserts the general overlap formula for random complex orbitals that differ between the spins. The output shows that two antiparallel open shells are half singlet and half triplet, while four open shells with M = 0 have the triplet mean of 2 but spin weights of 1/3, 1/2 and 1/6. For helium 1s2s with fixed Hartree–Fock triplet orbitals, the program asserts that the determinant lies one exchange integral K below the singlet and K above the triplet. The output gives K = 0.3829 eV and a gap of 0.7658 eV; these are model values without correlation, orbital relaxation for the singlet or configuration mixing.

## Numerical verification

```python
"""Spin of a single Slater determinant (spin in units of hbar).

Result under test: with restricted orbitals (one orthonormal spatial set for
both spins) a determinant has
    <S^2> = M^2 + n/2      and      variance(S^2) = a*b,
where M = (N_alpha - N_beta)/2, n = number of singly occupied orbitals,
a and b = numbers of those holding an alpha and a beta electron (n = a + b).
With different orbitals phi_i (alpha) and chi_j (beta):
    <S^2> = M^2 + N/2 - sum_ij |<phi_i|chi_j>|^2.
For two antiparallel open shells the determinant energy is the mean of the
singlet and triplet energies, which differ by 2K (K = exchange integral).
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf


def annihilators(n_orbitals):
    """Fermion operators; mode 2p is orbital p alpha, mode 2p+1 is p beta."""
    n_modes = 2 * n_orbitals
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    operators = []
    for k in range(n_modes):
        matrix = np.eye(1)
        for m in range(n_modes):
            factor = parity if m < k else (lower if m == k else np.eye(2))
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


def spin_squared(ops):
    """S^2 = Sx^2 + Sy^2 + Sz^2 from the one-electron spin operators."""
    up, down = ops[0::2], ops[1::2]
    raising = sum(u.T @ d for u, d in zip(up, down))
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    sz = sum(u.T @ u - d.T @ d for u, d in zip(up, down)) / 2
    total = sx @ sx + sy @ sy + sz @ sz
    assert np.allclose(total.imag, 0)
    return total.real


def spin_weights(state, eigenvalues, eigenvectors, spins):
    amplitudes = np.abs(eigenvectors.T @ state) ** 2
    return np.array([amplitudes[np.abs(eigenvalues - s * (s + 1)) < 1e-6].sum()
                     for s in spins])


# ---- every determinant of four restricted orbitals -----------------------
n_orb = 4
ops = annihilators(n_orb)
S2 = spin_squared(ops)
S4 = S2 @ S2
dimension = S2.shape[0]
for index in range(dimension):
    bits = [(index >> (2 * n_orb - 1 - k)) & 1 for k in range(2 * n_orb)]
    pairs = list(zip(bits[0::2], bits[1::2]))
    a, b = pairs.count((1, 0)), pairs.count((0, 1))
    M = (sum(bits[0::2]) - sum(bits[1::2])) / 2
    mean = S2[index, index]
    variance = S4[index, index] - mean ** 2
    assert abs(mean - (M ** 2 + (a + b) / 2)) < 1e-10
    assert abs(variance - a * b) < 1e-10
print("restricted determinants tested:", dimension)

# ---- different orbitals for different spins ------------------------------
vacuum = np.zeros(dimension)
vacuum[0] = 1.0


def determinant(alpha_orbitals, beta_orbitals):
    """Columns are orthonormal orbitals; returns the Fock-space vector."""
    state = vacuum.astype(complex)
    for spin, orbitals in ((0, alpha_orbitals), (1, beta_orbitals)):
        for column in orbitals.T:
            creator = sum(c * ops[2 * p + spin].T for p, c in enumerate(column))
            state = creator @ state
    return state


def mean_s2(state):
    return np.vdot(state, S2 @ state).real


rng = np.random.default_rng(7)


def random_unitary(size):
    z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return np.linalg.qr(z)[0]


for n_a, n_b in ((1, 1), (2, 2), (3, 1), (1, 2), (3, 3), (2, 0)):
    phi = random_unitary(n_orb)[:, :n_a]
    chi = random_unitary(n_orb)[:, :n_b]
    state = determinant(phi, chi)
    assert abs(np.vdot(state, state) - 1) < 1e-10
    overlap_sum = np.sum(np.abs(phi.conj().T @ chi) ** 2)
    formula = ((n_a - n_b) / 2) ** 2 + (n_a + n_b) / 2 - overlap_sum
    assert abs(mean_s2(state) - formula) < 1e-10

# beta orbitals that are a rotation of the alpha ones still give a singlet
phi = random_unitary(n_orb)[:, :2]
same_space = determinant(phi, phi @ random_unitary(2))
assert np.linalg.norm(S2 @ same_space) < 1e-10

overlap = 0.8
phi = np.array([[1.0], [0.0], [0.0], [0.0]])
chi = np.array([[overlap], [np.sqrt(1 - overlap ** 2)], [0.0], [0.0]])
unrestricted_mean = mean_s2(determinant(phi, chi))
assert abs(unrestricted_mean - (1 - overlap ** 2)) < 1e-10
print(f"two electrons, alpha-beta orbital overlap: {overlap:.2f}")
print(f"  their <S^2>: {unrestricted_mean:.4f} hbar^2")

# ---- spin content of four-electron examples ------------------------------
values, vectors = np.linalg.eigh(S2)
spins = (0, 1, 2)
occupations = {"2": (1, 1), "a": (1, 0), "b": (0, 1), "0": (0, 0)}
print("orbital filling: 2 = pair, a = alpha, b = beta, 0 = empty")
print("<S^2> in hbar^2, variance in hbar^4, weights of S = 0, 1, 2")
for pattern in ("2200", "2ab0", "aabb", "2aa0"):
    bits = [bit for symbol in pattern for bit in occupations[symbol]]
    index = int("".join(map(str, bits)), 2)
    state = np.zeros(dimension)
    state[index] = 1.0
    mean = S2[index, index]
    variance = S4[index, index] - mean ** 2
    weights = spin_weights(state, values, vectors, spins)
    a, b = pattern.count("a"), pattern.count("b")
    M = (a - b) / 2
    first = M ** 2 + (a + b) / 2
    moment_matrix = np.array([[(s * (s + 1)) ** k for s in spins]
                              for k in range(3)], dtype=float)
    from_moments = np.linalg.solve(moment_matrix, [1, first, first ** 2 + a * b])
    assert np.allclose(weights, from_moments, atol=1e-9)
    text = " ".join(f"{abs(w):.4f}" for w in weights)
    print(f"  {pattern}: M={M:.0f} n={a + b} <S^2>={mean:.3f} "
          f"var={abs(variance):.3f} weights {text}")

# ---- helium 1s2s with the orbitals of the Hartree-Fock triplet -----------
smallest, ratio, count = 0.015, 2.4, 13
shells = [[0, [smallest * ratio ** k, 1.0]] for k in range(count)]
atom = gto.M(atom="He 0 0 0", basis={"He": shells}, spin=2, verbose=0)
field = scf.UHF(atom)
field.init_guess = "1e"
field.conv_tol = 1e-12
field.max_cycle = 200
triplet_scf = field.kernel()
assert field.converged
C = field.mo_coeff[0][:, :2]
h = C.T @ field.get_hcore() @ C
eri = np.einsum("ijkl,ip,jq,kr,ls->pqrs", atom.intor("int2e"), C, C, C, C,
                optimize=True)
J, K = eri[0, 0, 1, 1], eri[0, 1, 0, 1]

pair_ops = annihilators(2)
H = np.zeros((16, 16))
for p in range(2):
    for q in range(2):
        for s in range(2):
            H += h[p, q] * pair_ops[2 * p + s].T @ pair_ops[2 * q + s]
        for r in range(2):
            for t in range(2):
                for s in range(2):
                    for u in range(2):
                        H += 0.5 * eri[p, q, r, t] * (
                            pair_ops[2 * p + s].T @ pair_ops[2 * r + u].T
                            @ pair_ops[2 * t + u] @ pair_ops[2 * q + s])
pair_S2 = spin_squared(pair_ops)
assert np.allclose(H @ pair_S2, pair_S2 @ H, atol=1e-9)

empty = np.zeros(16)
empty[0] = 1.0
D = pair_ops[0].T @ pair_ops[3].T @ empty      # 1s alpha, 2s beta
pair_values, pair_vectors = np.linalg.eigh(pair_S2)
energies, pair_weights = [], []
for s in (0, 1):
    basis = pair_vectors[:, np.abs(pair_values - s * (s + 1)) < 1e-6]
    part = basis @ (basis.T @ D)
    pair_weights.append(part @ part)
    energies.append(part @ H @ part / (part @ part))
E_singlet, E_triplet = energies
E_det = D @ H @ D
assert np.allclose(pair_weights, 0.5)
assert abs(E_det - (h[0, 0] + h[1, 1] + J)) < 1e-9
assert abs(E_singlet - (E_det + K)) < 1e-9
assert abs(E_triplet - (E_det - K)) < 1e-9
assert abs(E_triplet - triplet_scf) < 1e-7     # limited by SCF convergence
assert K > 0

to_ev = constants.physical_constants["Hartree energy in eV"][0]
print("helium 1s2s, orbitals of the Hartree-Fock triplet")
print(f"  s Gaussians: {count}, smallest exponent {smallest} bohr^-2, "
      f"ratio {ratio}")
print(f"  h(1s,1s): {h[0, 0]:.6f} hartree")
print(f"  h(2s,2s): {h[1, 1]:.6f} hartree")
print(f"  Coulomb integral J: {J:.6f} hartree")
print(f"  exchange integral K: {K:.6f} hartree")
print(f"  <S^2> of determinant: {D @ pair_S2 @ D:.4f} hbar^2")
print(f"  singlet weight: {pair_weights[0]:.4f}")
print(f"  triplet weight: {pair_weights[1]:.4f}")
print(f"  determinant energy: {E_det:.6f} hartree")
print(f"  singlet energy: {E_singlet:.6f} hartree")
print(f"  triplet energy, M=0: {E_triplet:.6f} hartree")
print(f"  separate SCF triplet energy, M=1: {triplet_scf:.6f} hartree")
print(f"  2*E_det - E_triplet: {2 * E_det - E_triplet:.6f} hartree")
print(f"  singlet minus determinant: {E_singlet - E_det:.6f} hartree "
      f"= {(E_singlet - E_det) * to_ev:.4f} eV")
print(f"  singlet minus triplet: {E_singlet - E_triplet:.6f} hartree "
      f"= {(E_singlet - E_triplet) * to_ev:.4f} eV")
print("OK")
```

Running it gives:

```
restricted determinants tested: 256
two electrons, alpha-beta orbital overlap: 0.80
  their <S^2>: 0.3600 hbar^2
orbital filling: 2 = pair, a = alpha, b = beta, 0 = empty
<S^2> in hbar^2, variance in hbar^4, weights of S = 0, 1, 2
  2200: M=0 n=0 <S^2>=0.000 var=0.000 weights 1.0000 0.0000 0.0000
  2ab0: M=0 n=2 <S^2>=1.000 var=1.000 weights 0.5000 0.5000 0.0000
  aabb: M=0 n=4 <S^2>=2.000 var=4.000 weights 0.3333 0.5000 0.1667
  2aa0: M=1 n=2 <S^2>=2.000 var=0.000 weights 0.0000 1.0000 0.0000
helium 1s2s, orbitals of the Hartree-Fock triplet
  s Gaussians: 13, smallest exponent 0.015 bohr^-2, ratio 2.4
  h(1s,1s): -1.999942 hartree
  h(2s,2s): -0.443229 hartree
  Coulomb integral J: 0.283048 hartree
  exchange integral K: 0.014072 hartree
  <S^2> of determinant: 1.0000 hbar^2
  singlet weight: 0.5000
  triplet weight: 0.5000
  determinant energy: -2.160123 hartree
  singlet energy: -2.146051 hartree
  triplet energy, M=0: -2.174195 hartree
  separate SCF triplet energy, M=1: -2.174195 hartree
  2*E_det - E_triplet: -2.146051 hartree
  singlet minus determinant: 0.014072 hartree = 0.3829 eV
  singlet minus triplet: 0.028144 hartree = 0.7658 eV
OK
```
